\section*{Vacancy density that lowers the effective work function by 0.5 eV}

\section{The problem}

A metal gate lies on a hafnia film of relative permittivity $k=20$. Below the hafnia come a thin silica layer and the silicon substrate. A plane of oxygen vacancies, parallel to the gate and $d=1$ nm from it, lies inside the hafnia. Each vacancy has given up two electrons and carries charge $+2e$, where $e>0$ is the elementary charge. What number $N$ of vacancies per unit area lowers the apparent effective work function of the gate by $\Delta=0.5$ eV?

The effective work function is not measured by removing an electron from the gate. It is read from the flat-band voltage $V_{\rm FB}$, the gate voltage, relative to the substrate, at which the electric field in the silicon vanishes. Its definition is
\begin{equation}
\Phi_{\rm eff}=eV_{\rm FB}+\Phi_{\rm Si},
\label{eq:def}
\end{equation}
where $\Phi_{\rm Si}$ is the energy from the Fermi level of the silicon up to its vacuum level. The doping is held fixed, so $\Phi_{\rm Si}$ does not change when vacancies are added.

The vacancies are first treated as a uniform sheet of charge
\begin{equation}
\sigma=2eN .
\label{eq:sigma}
\end{equation}
The gate is an ideal conductor, the hafnia is a linear dielectric with $\epsilon=\epsilon_0k$, and no other charge in the insulator changes. The axis $x$ runs from the gate surface at $x=0$ towards the silicon.

\section{A tempting solution}

A charged sheet in a uniform dielectric produces a field of magnitude $\sigma/(2\epsilon)$ on each side. Between the sheet and the gate this field acts over the distance $d$, so the potential difference seems to be $\sigma d/(2\epsilon)$. Setting the corresponding electron energy equal to $\Delta$ gives
\begin{equation}
\Delta=\frac{e\sigma d}{2\epsilon}
=\frac{e(2eN)d}{2\epsilon_0k}
=\frac{e^2Nd}{\epsilon_0k},
\qquad
N=\frac{\epsilon_0k\Delta}{e^2d}.
\label{eq:wrong}
\end{equation}
The numbers give $N=5.5\times10^{13}$ cm$^{-2}$. The units are right, the charge of two per vacancy is included, and the density is not absurd.

\section{Where it fails}

The field $\sigma/(2\epsilon)$ belongs to a sheet whose field lines leave equally on both sides. Half of them end on the gate, which must then carry $-\sigma/2$ per area. The other half run through the hafnia and the silica and end in the silicon, which must also carry $-\sigma/2$. The silicon therefore has a field at its surface and its bands are bent.

In the linear model this state occurs at some gate voltage, although at the tempting density it would put about 26 MV/cm across silica of relative permittivity 3.9, well above its rough breakdown field of 10 to 15 MV/cm. In any case it is not flat band. The effective work function is defined by the voltage at which the silicon has no field and no net charge. The tempting solution computes a potential difference in one electrical state and uses it in a definition that refers to another.

\section{The solution}

\subsection{The field at flat band}

Let $D(x)$ be the electric displacement along $x$, and let $\sigma_{\rm g}$ be the charge per area on the gate surface. There is no field deep in the gate, so Gauss's law gives
\begin{equation}
D=\sigma_{\rm g}\quad(0<x<d),
\qquad
D=\sigma_{\rm g}+\sigma\quad(x>d).
\end{equation}
The second value continues to the silicon surface, because the displacement does not jump at an uncharged boundary between dielectrics. At flat band it must be zero:
\begin{equation}
\sigma_{\rm g}+\sigma=0,
\qquad \sigma_{\rm g}=-\sigma .
\end{equation}
The gate carries the whole countercharge. The field is
\begin{equation}
E=-\frac{\sigma}{\epsilon}\quad(0<x<d),
\qquad E=0\quad(x>d).
\end{equation}
The minus sign says that the field points from the positive sheet to the gate. Its magnitude is twice that of the tempting solution: the sheet and the gate charge each contribute $\sigma/(2\epsilon)$ between them, and their contributions cancel beyond the sheet.

Since $E=-d\phi/dx$, the potential $\phi$ on the silicon side exceeds that at the gate by
\begin{equation}
\phi_{\rm Si}-\phi_{\rm g}
=-\int_0^d E\,dx=\frac{\sigma d}{\epsilon}.
\label{eq:step}
\end{equation}
The silica adds nothing, because the field in it is zero.

\subsection{From potential to work function}

The applied voltage is a difference of Fermi levels, not of electrostatic potentials. A positive gate voltage lowers the electron Fermi energy of the gate, so
\begin{equation}
eV_{\rm G}=E_{\rm F,Si}-E_{\rm F,g}.
\end{equation}
Apart from a common constant, the vacuum level at each side is $-e\phi$. If $\Phi_{\rm m}$ is the gate's work function in this stack without the vacancy sheet, with any other interface dipole included and held fixed, then
\begin{equation}
E_{\rm F,g}=-e\phi_{\rm g}-\Phi_{\rm m},
\qquad
E_{\rm F,Si}=-e\phi_{\rm Si}-\Phi_{\rm Si}.
\end{equation}
The second relation may be used at the silicon surface because the bands are flat. Subtracting the first from it and inserting Eq.~\eqref{eq:step} gives
\begin{align}
eV_{\rm FB}
&=-e(\phi_{\rm Si}-\phi_{\rm g})+\Phi_{\rm m}-\Phi_{\rm Si}\nonumber\\
&=\Phi_{\rm m}-\Phi_{\rm Si}-\frac{e\sigma d}{\epsilon}.
\end{align}
With the definition \eqref{eq:def},
\begin{equation}
\Phi_{\rm eff}=\Phi_{\rm m}-\frac{e\sigma d}{\epsilon}
=\Phi_{\rm m}-\frac{2e^2Nd}{\epsilon_0k}.
\label{eq:eff}
\end{equation}
Positive charge lowers the effective work function. The metal's own $\Phi_{\rm m}$ has not changed; a dipole layer, made of the vacancies and their countercharge, has been added. This is why the lowering is called apparent.

\subsection{The number}

Setting the last term of Eq.~\eqref{eq:eff} equal in magnitude to $\Delta$ and solving for $N$ gives
\begin{equation}
N=\frac{\epsilon_0k\Delta}{2e^2d}.
\label{eq:N}
\end{equation}
An energy of 0.5 eV divided by $e$ is 0.5 V. Hence, in SI units,
\begin{align}
N&=\frac{(8.854\times10^{-12})(20)(0.5)}
{2(1.602\times10^{-19})(10^{-9})}\ {\rm m^{-2}}\nonumber\\
&=2.76\times10^{17}\ {\rm m^{-2}}
=2.8\times10^{13}\ {\rm cm^{-2}}.
\end{align}
This is 0.28 vacancies per nm$^2$, half the tempting value. The sheet charge is 8.9 $\mu$C/cm$^2$, and the field between gate and sheet is $0.5\ {\rm V}/1\ {\rm nm}=5$ MV/cm.

\section{Other positions and thicknesses}

Equation~\eqref{eq:N} gives $N\propto1/d$. A sheet touching an ideal gate has no lever arm and produces no shift, however dense it is. If the same vacancies sat at the far side of a 3 nm hafnia film, a third of the density, $0.92\times10^{13}$ cm$^{-2}$, would suffice.

For a charge density $\rho(x)$ spread through hafnia of thickness $t$, the condition $D(t)=0$ gives $D(x)=-\int_x^t\rho(x')\,dx'$. The potential step is then
\begin{align}
\phi_{\rm Si}-\phi_{\rm g}
&=\frac1\epsilon\int_0^t dx\int_x^t\rho(x')\,dx'\nonumber\\
&=\frac1\epsilon\int_0^t x'\rho(x')\,dx'.
\end{align}
The second line follows by exchanging the order of integration: for a given $x'$, the variable $x$ runs from 0 to $x'$. The step depends on the total charge times its mean distance from the gate. A uniform slab from 0.5 to 1.5 nm therefore acts like a sheet at 1 nm with the same charge per area.

Flat-band voltages can be plotted against insulator thickness and extrapolated to zero, to remove the effect of fixed charge at the silicon surface. Let that charge be $Q_{\rm f}$ per area. At flat band its field lines all run to the gate, through silica of thickness $t_{\rm ox}$ and permittivity $\epsilon_0k_{\rm ox}$ as well as through the hafnia. The voltage it adds is
\begin{equation}
-Q_{\rm f}\left(\frac{t_{\rm ox}}{\epsilon_0k_{\rm ox}}
+\frac{t}{\epsilon_0k}\right)
=-\frac{Q_{\rm f}\,T}{\epsilon_0k_{\rm ox}},
\qquad T=t_{\rm ox}+\frac{k_{\rm ox}}{k}t ,
\end{equation}
where $T$ is the equivalent oxide thickness. The full result is
\begin{equation}
V_{\rm FB}=\frac{\Phi_{\rm m}-\Phi_{\rm Si}}e
-\frac{\sigma d}{\epsilon}
-\frac{Q_{\rm f}T}{\epsilon_0k_{\rm ox}} .
\end{equation}

Take $\Phi_{\rm m}=\Phi_{\rm Si}$, $t=3$ nm, $k_{\rm ox}=3.9$ and $Q_{\rm f}=10^{12}\,e$ per cm$^2$. Increasing the silica from 1 to 4 nm, with hafnia and vacancies unchanged, raises $T$ from 1.585 to 4.585 nm and moves $V_{\rm FB}$ from $-0.574$ to $-0.713$ V. The slope is $-0.046$ V/nm and the intercept at $T=0$ is $-0.50$ V. The extrapolation removes the charge at the silicon but keeps the vacancy dipole, whose size does not depend on $T$ in this series. The intercept is then read as a change of work function. If the vacancy density or position varied with thickness, this separation would fail.

\section{How far the ideal model can be trusted}

\subsection{Screening inside the gate}

An ideal conductor holds its countercharge in a plane of zero thickness. In a metal the charge has a finite depth, and this matters because the distance is only 1 nm and $k$ is large.

A simple estimate treats the gate as a free-electron gas of density $n$ that ends sharply at $x=0$, with permittivity $\epsilon_0$ inside. Let $\phi$ be measured from the deep interior. For small $\phi$, the local electron density rises by $g e\phi$, where $g=dn/dE_{\rm F}$. Since $n\propto E_{\rm F}^{3/2}$, $g=3n/(2E_{\rm F})$. Poisson's equation becomes
\begin{equation}
\phi''=\frac{e^2g}{\epsilon_0}\phi=\frac{\phi}{\lambda^2},
\qquad
\lambda=\sqrt{\frac{2\epsilon_0E_{\rm F}}{3ne^2}} .
\end{equation}
The solution that vanishes deep in the metal is $\phi=\phi_{\rm s}e^{x/\lambda}$ for $x<0$. At the surface $D=-\sigma$, so $\phi'(0)=\sigma/\epsilon_0$. But $\phi'(0)=\phi_{\rm s}/\lambda$, hence $\phi_{\rm s}=\sigma\lambda/\epsilon_0$. This adds to the step in the hafnia:
\begin{equation}
\frac{\sigma d}{\epsilon_0k}+\frac{\sigma\lambda}{\epsilon_0}
=\frac{\sigma(d+k\lambda)}{\epsilon_0k}.
\end{equation}
The screening length is multiplied by $k$ when it is expressed as a distance in hafnia.

For a rough metallic density $n=5\times10^{22}$ cm$^{-3}$, the free-electron relation $E_{\rm F}=\hbar^2(3\pi^2n)^{2/3}/(2m_e)$, with $m_e$ the electron mass, gives 4.9 eV. Then $\lambda=0.060$ nm and $k\lambda=1.2$ nm. The extra drop is 0.60 V, larger than the intended shift, and the total becomes 1.10 V. In this gate model $1.25\times10^{13}$ cm$^{-2}$ would already lower the effective work function by 0.5 eV. The linear treatment is reasonable, since $e\phi_{\rm s}/E_{\rm F}$ is about 0.12.

The local response used here is only rough, because $\lambda$ is shorter than the inverse Fermi wavenumber, $(3\pi^2n)^{-1/3}=0.088$ nm. The sharp edge is a more serious weakness. Electrons of a real metal spill outwards, which moves the countercharge towards the vacancies and offsets the extra drop. The offset can even exceed that drop: at a free-electron metal facing vacuum, the self-consistent countercharge is centred outside the edge of the positive background. The required density would then lie above the ideal value, not below it, provided that the total potential step keeps its sign. At the present density the centre lies about 0.07 nm outside the edge. Counted with permittivity $\epsilon_0$, this is equivalent to 1.4 nm of hafnia, more than $d$, so the vacuum value cannot simply be carried over to the interface. The sharp-edge model does not give the size of the offset at a hafnia interface. Equation~\eqref{eq:N} therefore applies to a real gate only if $d$ is replaced by an equivalent hafnia distance, defined as $\epsilon_0k$ times the total potential step divided by $\sigma$. In the sharp-edge model this is $d+k\lambda$, not the geometrical distance $d+\lambda$ from the vacancies to the centre of the countercharge.

\subsection{Can the vacancies stay doubly charged?}

Averaged over the vacancy plane, the potential is higher than at the gate by the full 0.5 V. In the mean field, which gives every vacancy this average, an electron level there is lowered by 0.5 eV relative to the gate Fermi level. The vacancies then remain doubly positive at low temperature if the energy to place electrons on them, per electron, exceeds the gate Fermi energy by more than 0.5 eV before the sheet's potential is included. This must hold for capture of one electron and of two. Otherwise some vacancies take electrons back, and adding vacancies no longer adds two charges each. If the vacancies are placed at random, the potential also varies from one to the next by more than 0.1 V, so some can capture electrons even when the mean-field condition is just met. Like charges that keep apart feel less than the plane average, because their spacing exceeds $d$: in a square array of the same density the other vacancies and their images raise the potential at a vacancy by only 0.28 V. The mean-field value then overstates the lowering of the level.

The gate is close enough for such exchange. Under a rectangular barrier of height $U$, an electron of effective mass $m^*$ obeys $\psi''=\kappa^2\psi$ with $\kappa=\sqrt{2m^*U}/\hbar$, so $|\psi|^2$ falls by $e^{-2\kappa d}$. The rough values $U=2$ eV and $m^*=0.2\,m_e$ give $\kappa=3.24$ nm$^{-1}$ and a factor $1.5\times10^{-3}$. With a rough attempt rate of $10^{13}$ s$^{-1}$, the transfer time is about $7\times10^{-11}$ s. Rearrangement of the lattice around the vacancy can lengthen it by a factor not estimated here. The charge state should thus be judged by equilibrium with the gate, unless that factor is very large.

\subsection{Separate charges instead of a sheet}

The mean spacing $N^{-1/2}$ is 1.9 nm, which is not small compared with $d$. Consider the potential at the far side of a 3 nm film, with the hafnia continued beyond it for simplicity. The point of observation is $a=2$ nm above the vacancy plane and $b=4$ nm above the plane of the image charges, which lie 1 nm inside the gate. One vacancy at lateral distance $r$, together with its image, contributes
\begin{equation}
v(r)=\frac{2e}{4\pi\epsilon}
\left(\frac1{\sqrt{r^2+a^2}}-\frac1{\sqrt{r^2+b^2}}\right).
\end{equation}
The mean over the plane is
\begin{align}
N\int_0^\infty 2\pi r\,v\,dr
&=\frac{eN}{\epsilon}
\left[\sqrt{r^2+a^2}-\sqrt{r^2+b^2}\right]_0^\infty\nonumber\\
&=\frac{eN}{\epsilon}(b-a)=\frac{2eNd}{\epsilon},
\end{align}
because the bracket vanishes at infinity and $b-a=2d$. Discreteness leaves the mean shift unchanged.

It does produce a spread. If the vacancies are placed independently at random, a small area $dA$ holds one with probability $N\,dA$ and adds $Nv^2dA$ to the variance. With $u=r^2$, the variance is
\begin{align}
s^2&=N\left(\frac{2e}{4\pi\epsilon}\right)^2\pi
\int_0^\infty\!\Bigl[\frac1{u+a^2}+\frac1{u+b^2}\nonumber\\
&\hspace{2.5cm}-\frac2{\sqrt{(u+a^2)(u+b^2)}}\Bigr]du .
\end{align}
An antiderivative of the bracket is
\begin{equation}
\ln[(u+a^2)(u+b^2)]-4\ln\!\left(\sqrt{u+a^2}+\sqrt{u+b^2}\right).
\end{equation}
It tends to $-4\ln2$ at infinity and equals $2\ln(ab)-4\ln(a+b)$ at $u=0$. The difference gives
\begin{equation}
s^2=N\left(\frac{2e}{4\pi\epsilon}\right)^2
2\pi\ln\frac{(a+b)^2}{4ab}.
\end{equation}
For the present numbers $s=65$ mV, or 13 percent of the mean shift. The silica and the response of the silicon can change this value by tens of percent, and it also depends on the depth at which the potential is observed. The estimate shows that a single flat-band voltage describes an average over a laterally uneven potential.

\subsection{Beside a real gate stack}

A hafnia film a few nanometres thick on a thin silica layer is a real transistor structure, and $k=20$ is a rough typical value for hafnia. If the permittivity near the gate were 15, Eq.~\eqref{eq:N} would give $2.1\times10^{13}$ cm$^{-2}$. Spread over a 1 nm slab, the vacancies of the ideal answer amount to $2.8\times10^{20}$ cm$^{-3}$. A rough mass density of 9.7 g/cm$^3$, a molar mass of 210.5 g/mol and two oxygen atoms per formula unit give $5.6\times10^{22}$ oxygen sites per cm$^3$, so 0.5 percent of them would be vacant. This is a heavily defective layer. Its field of 5 MV/cm is about the rough breakdown field of hafnia films, although here it extends over only 1 nm. The assumption of an ideal gate surface is the most serious of those sized here: the sharp-edge metal model, which leaves out electron spill-out, moves the required density from $2.8\times10^{13}$ to $1.3\times10^{13}$ cm$^{-2}$.
